# Shockley-Read-Hall recombination and minority-carrier control in a compensated epilayer

## Recombination through one trap level

Suppose that light generates carriers in an n-type epilayer at a known rate, and that the steady excess electron density is measured. Their quotient is a lifetime, and it is tempting to set it equal to $1/(c_pN_t)$, the time for a hole to be captured by one of $N_t$ filled traps per unit volume, and so obtain the defect density. In the compensated layer treated below, at low injection, this inference gives a trap density 400 times too small. Hole capture does control recombination there, but the excess electrons live much longer than the excess holes. A reliable inference needs the full capture rate, the conditions under which it reduces to minority-carrier capture, and the charge held by the traps.

### Capture, emission and detailed balance

Let $n$ and $p$ be the free electron and hole densities, and let $f$ be the fraction of traps that hold an electron. The layer is uniform, and each trap has two charge states. Electrons are captured by empty traps at the rate $c_nnN_t(1-f)$ per unit volume and emitted at the rate $e_nN_tf$. Holes are captured by filled traps at the rate $c_ppN_tf$ and emitted by empty ones at the rate $e_pN_t(1-f)$.

In equilibrium, electron capture balances electron emission, and the hole processes balance separately. Hence $e_n=c_nn_1$ and $e_p=c_pp_1$, with

$$
n_1=\left[\frac{n(1-f)}{f}\right]_{\rm eq},\qquad
p_1=\left[\frac{pf}{1-f}\right]_{\rm eq}. \tag{1}
$$

Let $E_F$ be the Fermi level, $E_t$ the trap level, $E_c$ and $E_v$ the band edges, and $g$ the degeneracy of the empty trap state divided by that of the filled one. Equilibrium statistics give

$$
\left[\frac{1-f}{f}\right]_{\rm eq}=g\,e^{(E_t-E_F)/k_BT}. \tag{2}
$$

For nondegenerate carriers, $n=N_ce^{-(E_c-E_F)/k_BT}$ and $p=N_ve^{-(E_F-E_v)/k_BT}$, where $N_c$ and $N_v$ are the effective densities of states. Inserting these and (2) in (1) cancels $E_F$:

$$
n_1=gN_ce^{-(E_c-E_t)/k_BT},\qquad
p_1=\frac{N_v}{g}e^{-(E_t-E_v)/k_BT}. \tag{3}
$$

Their product is $n_1p_1=N_cN_ve^{-(E_c-E_v)/k_BT}=n_i^2$, where $n_i$ is the intrinsic density. We assume that the emission coefficients keep these equilibrium values under illumination, and that $c_n$ and $c_p$ do not depend on injection.

### The steady rate

In a steady state the trap occupancy is constant, so net electron capture equals net hole capture. Both equal the recombination rate $U$, positive when pairs are lost:

$$
U=c_nN_t[n(1-f)-n_1f]=c_pN_t[pf-p_1(1-f)]. \tag{4}
$$

Collecting the terms in $f$ gives $c_nn+c_pp_1=fD$, so that

$$
f=\frac{c_nn+c_pp_1}{D},\qquad
1-f=\frac{c_nn_1+c_pp}{D}, \tag{5}
$$

$$
D=c_n(n+n_1)+c_p(p+p_1). \tag{6}
$$

Substitute (5) in the first form of (4):

$$
U=\frac{c_nN_t}{D}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right].
$$

The terms $c_nnn_1$ cancel. With $n_1p_1=n_i^2$, what remains is the Shockley-Read-Hall rate,

$$
U=\frac{N_tc_nc_p(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)}. \tag{7}
$$

It vanishes in equilibrium and is negative, meaning net generation, when $np<n_i^2$. Rearranging (7) shows two steps in series:

$$
\frac{np-n_i^2}{U}=\frac{n+n_1}{c_pN_t}+\frac{p+p_1}{c_nN_t}. \tag{8}
$$

The first term on the right is the resistance of the hole step and the second that of the electron step.

### When hole capture controls the rate

Write $n=n_0+\Delta n$ and $p=p_0+\Delta p$, where $n_0p_0=n_i^2$ and $\Delta p>0$. Then

$$
np-n_i^2=n_0\Delta p+p_0\Delta n+\Delta n\Delta p=n\Delta p+p_0\Delta n. \tag{9}
$$

No equality of $\Delta n$ and $\Delta p$ has been assumed. Define the steady hole lifetime $\tau_p=\Delta p/U$, its limiting value $\tau_{p0}=1/(c_pN_t)$, and $k=c_p/c_n$. Equations (7) and (9) give

$$
\tau_p=\frac{\Delta p\,[c_n(n+n_1)+c_p(p+p_1)]}{N_tc_nc_p(n\Delta p+p_0\Delta n)}.
$$

Dividing numerator and denominator by $c_nn\Delta p$ yields

$$
\frac{\tau_p}{\tau_{p0}}=\frac{1+a+b}{1+d}, \tag{10}
$$

$$
a=\frac{n_1}{n},\qquad b=\frac{k(p+p_1)}{n},\qquad
d=\frac{p_0\Delta n}{n\Delta p}. \tag{11}
$$

If $a$, $b$ and $d$ are all small, then $U\simeq c_pN_t\Delta p$. This is the minority-capture law for an n-type layer.

A lifetime equal to $\tau_{p0}$ does not by itself prove that hole capture is in control, because (10) also gives this value when $a+b=d$. Control is better measured by the response of $U$ to $c_p$ at fixed $n$, $p$, $n_1$ and $p_1$. Since $U\propto c_nc_p/D$,

$$
C_p=\frac{\partial\ln U}{\partial\ln c_p}
=1-\frac{c_p(p+p_1)}{D}=\frac{1+a}{1+a+b}. \tag{12}
$$

The same calculation for $c_n$ gives $C_n=b/(1+a+b)$, and $C_p+C_n=1$. Hole capture dominates when $b\ll1+a$.

The quantities $a$ and $b$ thus have different meanings. If $a$ is large while $b$ and $d$ are small, the hole step still controls the rate, but (5) gives $f\simeq1/(1+a)$: few traps hold an electron for a hole to meet. If $b$ is large compared with $1+a$, the electron step controls the rate. When $p\gg p_1$, most traps have taken a hole and wait for an electron; when $p_1\gg p$, a captured hole is usually emitted again before an electron arrives.

The densities are held fixed in this definition for a reason. In a uniform layer with no other loss, the steady rate $U$ must equal the generation rate $G$. A change in $c_p$ then alters the carrier densities and leaves $U$ unchanged.

### The useful range of trap energies

At low enough injection, $kp\ll n_0$ and $n\simeq n_0$. Let the layer also be strongly n-type, with $p_0\Delta n\ll n_0\Delta p$, so that $d$ is negligible; lowering the injection does not by itself ensure this. Then (10) becomes

$$
\frac{\tau_p}{\tau_{p0}}\simeq1+\frac{n_1}{n_0}+\frac{kp_1}{n_0}. \tag{13}
$$

Setting each correction in turn equal to one, and using (3), gives two edges:

$$
E_c-E_t=k_BT\ln\frac{gN_c}{n_0},\qquad
E_t-E_v=k_BT\ln\frac{kN_v}{gn_0}. \tag{14}
$$

In a wide gap, where the other correction is negligible, the lifetime doubles at each edge. At the upper edge half the traps are empty in the dark. At the lower edge they are nearly all full, but $c_pp_1=c_nn_0$: a captured hole is as likely to be emitted again as to meet an electron. Well between the edges, the trap energy drops out of the rate. These statements hold at a given $n_0$; a trap near the conduction band also changes $n_0$ through its partial filling.

### Compensation and stored charge

Let the trap be a native acceptor, neutral when empty and negative when filled. Let $N_D$ be the density of ionized shallow donors less any other fixed negative charge. Neutrality requires

$$
n+N_tf=N_D+p. \tag{15}
$$

For a deep acceptor with $N_t<N_D$, the traps are full in the dark and $p_0$ is negligible, so $n_0\simeq N_D-N_t$. At fixed $N_D$, more acceptors shorten $\tau_{p0}$ and also lower the electron density that keeps $b$ small.

Under illumination, let emission from the traps be negligible: $n_1$ and $kp_1$ are each much smaller than both $n$ and $kp$. Take also $p_0\ll p$. Equations (5) and (7) become

$$
f=\frac{n}{n+kp},\qquad
U=c_pN_tpf=c_nnN_t(1-f), \tag{16}
$$

and therefore

$$
\tau_p=\tau_{p0}\left(1+\frac{kp}{n}\right). \tag{17}
$$

Subtracting the dark form of (15) gives $\Delta n=\Delta p+N_t(1-f)$. The last term is the density of trapped holes. Dividing by $U$ and using (16) gives the steady electron lifetime

$$
\tau_n=\frac{\Delta n}{U}=\tau_p+\frac{1}{c_nn}. \tag{18}
$$

An excess electron persists while its hole is free and then while that hole sits in a trap. At low injection, trapped holes outnumber free holes by the factor

$$
\frac{N_t(1-f)}{p}\longrightarrow\frac{kN_t}{n_0}. \tag{19}
$$

Thus $\Delta n\simeq\Delta p$ at low injection requires $kN_t\ll n_0$. For $k>1$ this is stricter than $N_t\ll n_0$.

To find the injection limit, allow $\tau_p$ to exceed $\tau_{p0}$ by a fraction $\theta$. Equation (17) then sets $kp=\theta n$, and (16) gives $1-f=\theta/(1+\theta)$. Neutrality becomes $n=n_0+\theta n/k+N_t\theta/(1+\theta)$, whose solution is

$$
n_\theta=\frac{n_0+N_t\theta/(1+\theta)}{1-\theta/k},\qquad
p_\theta=\frac{\theta n_\theta}{k},\qquad \theta<k. \tag{20}
$$

The usual low-injection condition $p\ll n_0$ is not sufficient when $k$ is large; $kp\ll n$ is needed. In the opposite limit, where $p$ greatly exceeds both $N_D$ and $N_t$, (15) gives $n\simeq p$. Equation (17) then tends to $\tau_{p0}(1+k)=1/(c_pN_t)+1/(c_nN_t)$, and both capture steps contribute.

### Two SrTiO₃ epilayers

Consider n-type SrTiO₃ films at 300 K, with $k_BT=0.02585$ eV. The gap of 3.2 eV is a rough value for the material. The other inputs are round model choices: $N_c=N_v=10^{20}$ cm⁻³, $g=2$, $N_D=10^{18}$ cm⁻³, and an acceptor level 1.0 eV above the valence band. The capture coefficients are $c_n=10^{-10}$ and $c_p=10^{-8}$ cm³/s, so $k=100$.

Equation (3) gives

$$
n_1=2\times10^{20}e^{-2.2/0.02585}\simeq2\times10^{-17}\ {\rm cm^{-3}},
$$

$$
p_1=\tfrac12\times10^{20}e^{-1.0/0.02585}\simeq8\times10^2\ {\rm cm^{-3}}.
$$

Both are negligible beside the illuminated carrier densities used here.

The lightly compensated layer has $N_t=10^{16}$ cm⁻³ and $n_0=9.9\times10^{17}$ cm⁻³. Its limiting hole lifetime is $\tau_{p0}=1/(10^{-8}\times10^{16})$ s $=10$ ns. The strongly compensated layer has the same $N_D$ but $N_t=8\times10^{17}$ cm⁻³, so $n_0=2\times10^{17}$ cm⁻³ and $\tau_{p0}=0.125$ ns. By (14), the energy edges lie 0.22 eV above $E_v$ and 0.14 eV below $E_c$ in the first layer, and 0.26 and 0.18 eV from those bands in the second. These values hold $n_0$ fixed. If $N_D$ and $N_t$ are held fixed instead, half-filled traps in the second layer give $n_0=6\times10^{17}$ cm⁻³, and its upper edge lies 0.15 eV below $E_c$. The chosen level is well inside both ranges.

For each hole density below, $n$ was found by solving (15) numerically with $f$ from (5), using a bracketed root search. The lifetimes are in ns.

| $p$ (cm⁻³) | light $\tau_p$ | light $\tau_n$ | comp. $\tau_p$ | comp. $\tau_n$ |
|---|---:|---:|---:|---:|
| $10^{13}$ | 10.0 | 20.1 | 0.126 | 49.2 |
| $10^{14}$ | 10.1 | 20.2 | 0.130 | 43.0 |
| $10^{15}$ | 11.0 | 21.1 | 0.159 | 27.1 |
| $10^{16}$ | 20.0 | 29.9 | 0.308 | 14.9 |

Even the lightly compensated layer has $\tau_n\simeq2\tau_p$ at low injection, because $kN_t/n_0=1.01$. In the compensated layer this ratio is $100\times8\times10^{17}/(2\times10^{17})=400$. Its low-injection electron lifetime is close to $1/(c_nn_0)=50$ ns. Reading 50 ns as $\tau_{p0}$ would give $N_t=1/(10^{-8}\times5\times10^{-8})=2\times10^{15}$ cm⁻³ instead of $8\times10^{17}$ cm⁻³.

Over the range of the table, the two electron lifetimes move in opposite directions as $p$ rises. In the light layer $n$ hardly changes, so (18) follows the rise of $\tau_p$. In the compensated layer, emptying the acceptors raises $n$ from $2.0\times10^{17}$ in the dark to $6.8\times10^{17}$ cm⁻³ at $p=10^{16}$ cm⁻³. The fall of $1/(c_nn)$ outweighs the rise of $\tau_p$.

For $\theta=0.1$, (20) gives for the compensated layer

$$
n_\theta=\frac{2\times10^{17}+8\times10^{17}(0.1/1.1)}{1-0.001}
=2.73\times10^{17}\ {\rm cm^{-3}},
$$

and $p_\theta=2.7\times10^{14}$ cm⁻³. The light layer reaches its limit at $9.9\times10^{14}$ cm⁻³. The corresponding generation rates, $c_pN_tp_\theta/1.1$, are $2.0\times10^{24}$ and $9.0\times10^{22}$ cm⁻³ s⁻¹. The compensated layer therefore has the lower limit in hole density but the higher one in generation rate, because its holes are removed faster.

The effect of unequal capture can be isolated in the light layer at $p=0.1n_0$. With $k=100$, $\tau_p/\tau_{p0}=10.0$. Raising $c_n$ until $k=1$, with $c_p$, $N_t$, $N_D$ and $p$ held fixed, reduces the ratio to 1.09.

### What a real film changes

Take a film 1000 nm thick, a surface recombination velocity $S=10^3$ cm/s at both faces, and a hole mobility of 1 cm²/Vs. These are rough assumptions, not properties of a particular film. The Einstein relation gives a diffusion coefficient $D_p=0.0259$ cm²/s. With half thickness $h$, $L=\sqrt{D_p\tau_{p0}}$, and flat bands, the low-injection hole density obeys

$$
D_pp''-\frac{p}{\tau_{p0}}+G=0,\qquad
D_pp'(h)=-Sp(h). \tag{21}
$$

The solution symmetric about the midplane is $p=G\tau_{p0}[1-A\cosh(x/L)]$. The boundary condition gives $A[(D_p/L)\sinh(h/L)+S\cosh(h/L)]=S$. Averaging $A\cosh(x/L)$ over $0<x<h$ gives the fraction of generated holes lost at the surfaces:

$$
\eta_s=\frac{S(L/h)}{D_p/L+S\coth(h/L)}. \tag{22}
$$

For the light layer $L=161$ nm and $\eta_s=12\%$; for the compensated layer $L=18$ nm and $\eta_s=0.2\%$. With an assumed radiative coefficient of $10^{-11}$ cm³/s, the radiative rate $10^{-11}n_0p$ is 10% of the trap rate in the light layer and 0.03% in the other. An assumed Auger coefficient of $10^{-30}$ cm⁶/s, multiplying $n_0^2p$, adds 1% in the light layer and less than 0.001% in the other.

Surface band bending is a larger departure from uniformity. Integrating Poisson's equation for a fully depleted charge density $qn_0$, with $q$ the elementary charge, gives a width $W=\sqrt{2\varepsilon V/(qn_0)}$. For a barrier $V=0.5$ V and a relative permittivity of 300, a rough room-temperature value for SrTiO₃, $W$ in the dark is 129 nm in the light layer and 288 nm in the compensated one. If both faces are depleted, these regions fill 26% and 58% of the film. Under illumination they are narrower at the same barrier, because trapped holes add positive charge. The field also sweeps holes towards the faces, so the flat-band result (22) no longer gives the surface loss. It is too low if each face still removes holes at the rate $Sp(h)$, but it can be too high if recombination there must wait for electrons, which are scarce at a depleted face. In the light layer, where $L$ is a sizeable part of the half thickness, many interior holes diffuse into the depleted regions, and the quotient of excess density and generation rate is no longer the uniform-layer lifetime even in the interior. In the compensated layer the short $L$ confines this loss of holes to a thin strip beside each depleted region. Excess electrons are affected more strongly, because any narrowing of the depleted regions under light returns electrons to the film. In the light layer, trapped holes alone narrow each region by less than 1 nm at a fixed barrier, but light can also lower the barrier, and a fall of about 8 mV is enough for 1 nm. Such a narrowing at each face adds $0.002n_0\simeq2\times10^{15}$ cm⁻³ to the film average, about 100 times the uniform-layer $\Delta n$ at $p=10^{13}$ cm⁻³. The film-averaged excess electron density divided by $G$ can therefore far exceed $\tau_n$. Where $n$ has fallen to $10^{15}$ cm⁻³ while $p=10^{13}$ cm⁻³, (17) already gives $\tau_p=2\tau_{p0}$.

Heating limits the steady range in the compensated layer. At 3.2 eV per pair in a 1000 nm film, the generation rate $2.0\times10^{24}$ cm⁻³ s⁻¹ is about 100 W/cm² absorbed, and $p=10^{16}$ cm⁻³ needs $3.2\times10^{25}$ cm⁻³ s⁻¹, or about 1.7 kW/cm². Under broad continuous illumination on a substrate 0.5 mm thick, with a rough thermal conductivity of 11 W/(m K), these powers would raise the film temperature by about 50 K and by several hundred kelvin. The upper rows of the table for that layer therefore cannot be reached at 300 K in this way.

Carrier degeneracy matters less: at the Fermi level for which Boltzmann statistics give $n_0$, the Fermi-Dirac density for a parabolic band is lower by 0.35% in the light layer and 0.07% in the other.

The value $k=100$ is itself an assumption. With the bulk permittivity, the distance at which the screened Coulomb energy equals $k_BT$ is only 0.19 nm, so long-range attraction of holes to the filled acceptor gives little support for so large a ratio. This distance is less than a lattice spacing, where the bulk permittivity is only a rough guide. The chosen $c_p$ is also near the most that diffusion can supply: with the hole mobility assumed above and this screened attraction included, the limit is about $1\times10^{-8}$ to $2\times10^{-8}$ cm³/s for a capture radius of 0.2 to 0.5 nm. A mobility below about 0.5 cm²/Vs would require a smaller $c_p$ even at the larger radius. A strontium vacancy can also accept two electrons, whereas this model follows one transition, and self-trapping of holes would add states absent from (4). Quantitative use for a particular film therefore requires measured capture coefficients and an identified charge transition. The lifetimes here are steady ratios of density to rate; they should not be read as decay constants after a light pulse without solving the time-dependent trap equations.
